\section*{Choosing the dimer half-separation when forces are noisy}

\section{Problem}

A dimer search for a migration saddle finds the curvature of the energy surface from the forces at two nearby configurations. The configurations lie at $\mathbf R\pm h\mathbf N$, where $\mathbf R$ is the midpoint, $\mathbf N$ a fixed unit vector and $h$ the half-separation, so the dimer has length $2h$. Let $V(s)$ be the energy along the straight line $\mathbf R+s\mathbf N$, let $c_n=d^nV/ds^n$ at $s=0$, and let $F(s)=-dV/ds$ be the force projected on the axis. The curvature estimate is
\begin{equation}
C(h)=\frac{F(-h)-F(h)}{2h}.
\label{eq:C}
\end{equation}
Each projected force has a random error of zero mean and standard deviation $\sigma$. The two errors have correlation coefficient $\rho<1$, and neither $\sigma$ nor $\rho$ depends on $h$.

(a) Which $h$ gives the least root-mean-square (rms) error in $C$, and how large is that error?

(b) What does a wrong choice of $h$ cost, and when does the result fail?

(c) Evaluate the result for a model of an oxygen interstitial hopping in silicon, with barrier $E=2.5$ eV, hop length $a=0.19$ nm and independent force errors of $\sigma=0.1$ eV/nm. The model energy is
\begin{equation}
V(x,y)=\frac E2(1+\cos qx)+\frac K2\left[y-b(1-\cos qx)\right]^2,
\qquad q=\frac{2\pi}{a},
\label{eq:model}
\end{equation}
with $K=1500$ eV/nm$^2$ and $b=0.02$ nm. The dimer is centred on the saddle $x=y=0$ and points along $x$.

\section{Solution of (a): the optimum}

\subsection*{Bias}

Differentiating the Taylor series of $V$ gives
\begin{equation}
-F(s)=c_1+c_2s+\frac{c_3s^2}{2}+\frac{c_4s^3}{6}+\frac{c_5s^4}{24}+\frac{c_6s^5}{120}+\dots
\end{equation}
In $F(-h)-F(h)$ the even powers of $s$ cancel and the odd ones double. Division by $2h$ leaves
\begin{equation}
C(h)-c_2=\frac{c_4h^2}{6}+\frac{c_6h^4}{120}+\dots
\label{eq:bias}
\end{equation}
The cubic derivative $c_3$ drops out even if the midpoint is not at the saddle. The leading systematic error comes from the quartic term of the energy.

\subsection*{Noise}

Let $e_-$ and $e_+$ be the errors of the forces at $-h$ and $+h$. They add $(e_--e_+)/(2h)$ to $C$. Since $\langle e_-^2\rangle=\langle e_+^2\rangle=\sigma^2$ and $\langle e_-e_+\rangle=\rho\sigma^2$, the variance of $C$ is
\begin{equation}
\frac{\sigma^2+\sigma^2-2\rho\sigma^2}{4h^2}=\frac{\sigma^2(1-\rho)}{2h^2}.
\end{equation}
An error common to both forces cancels, which is why positive correlation helps.

\subsection*{Balance}

The noise has zero mean, so the mean square error is the squared bias plus the variance. With the quartic bias alone,
\begin{equation}
M(h)=\frac{c_4^2h^4}{36}+\frac{\sigma^2(1-\rho)}{2h^2},\qquad
M'(h)=\frac{c_4^2h^3}{9}-\frac{\sigma^2(1-\rho)}{h^3}.
\end{equation}
Setting $M'=0$ and multiplying by $9h^3/c_4^2$ gives $h^6=9\sigma^2(1-\rho)/c_4^2$, so
\begin{equation}
h_*=\left(\frac{3\sigma\sqrt{1-\rho}}{|c_4|}\right)^{1/3}.
\label{eq:hopt}
\end{equation}
This is the one minimum for $h>0$, because $M''=c_4^2h^2/3+3\sigma^2(1-\rho)/h^4$ is positive.

Take independent errors, $\rho=0$, from here on unless stated. Then $|c_4|=3\sigma/h_*^3$, and the bias has size $|c_4|h_*^2/6=\sigma/(2h_*)$. The standard deviation of the noise is $\sigma/(\sqrt2\,h_*)$. The variance is therefore twice the squared bias, and
\begin{equation}
\sqrt{M(h_*)}=\sqrt{\frac{\sigma^2}{4h_*^2}+\frac{\sigma^2}{2h_*^2}}
=\frac{\sqrt3}{2}\,\frac{\sigma}{h_*}.
\label{eq:rms}
\end{equation}
For correlated errors $\sigma$ is replaced by $\sigma\sqrt{1-\rho}$ in this result, because $M$ depends on $\sigma$ and $\rho$ only through $\sigma^2(1-\rho)$. Because $h_*\propto\sigma^{1/3}$, the least error falls as $\sigma^{2/3}$. Halving it requires forces that are $2^{3/2}\approx2.8$ times less noisy.

If the force errors are instead bounded by $\varepsilon$, the largest possible error at quartic order is $\varepsilon/h+|c_4|h^2/6$. Its derivative, $-\varepsilon/h^2+|c_4|h/3$, vanishes at $h=(3\varepsilon/|c_4|)^{1/3}$, where the largest error is $\varepsilon/h+\varepsilon/(2h)=3\varepsilon/(2h)$. The optimum has the same form, but the error is now a worst case and not an rms value.

\section{Solution of (b): wrong choices and limits}

Put $h=xh_*$. The squared bias is then $x^4\sigma^2/(4h_*^2)$ and the variance is $\sigma^2/(2x^2h_*^2)$. Dividing their sum by $M(h_*)=3\sigma^2/(4h_*^2)$ gives
\begin{equation}
\sqrt{\frac{M(h)}{M(h_*)}}=\sqrt{\frac{x^4+2/x^2}{3}}.
\label{eq:penalty}
\end{equation}
Far below the optimum the error grows as $1/h$. Well above it the growth approaches $h^2$, but only while the quartic term still dominates the bias. For equal factors of two, the dimer that is too long is the worse choice.

The quartic term must dominate the bias. By equation~(\ref{eq:bias}), the next term changes the bias by the fraction $c_6h^2/(20c_4)$, which must be small at $h_*$. If $c_4=0$ and $c_6\neq0$, the cube-root law is lost. The mean square error is then $c_6^2h^8/14400+\sigma^2/(2h^2)$, and setting its derivative to zero gives $h^{10}=1800\,\sigma^2/c_6^2$, so that $h_*\propto(\sigma/|c_6|)^{1/5}$.

The law holds for the two-ended estimate~(\ref{eq:C}). Many implementations evaluate only the midpoint and one end, which gives $[F(0)-F(h)]/h=c_2+c_3h/2+c_4h^2/6+\dots$ with variance $2\sigma^2/h^2$ for independent errors. Where the $c_3$ term dominates, the optimum is $h^4=8\sigma^2/c_3^2$, so $h\propto\sigma^{1/2}$. Only if $c_3=0$, as at a symmetric saddle, does the cube root survive, with $h^6=36\sigma^2/c_4^2$, longer than $h_*$ by the factor $2^{1/3}$.

The law also changes if $\rho$ depends on $h$, as it may when neighbouring configurations share numerical errors. A smooth error of the energy surface itself, such as that of an approximate functional, is not noise in this sense. It generally shifts $c_2$, and the shift remains however small $h$ is made. At some finite $h$ the quartic bias may happen to offset it, but such a cancellation is accidental and cannot be relied on.

\section{Solution of (c): the oxygen hop}

\subsection*{Derivatives along the dimer axis}

At the saddle the mixed derivative $V_{xy}=-Kbq\sin qx$ vanishes, so $x$ is a principal direction. On the line $y=0$, with $u=qx$,
\begin{align}
1-\cos u&=\frac{u^2}{2}-\frac{u^4}{24}+\dots,\qquad
(1-\cos u)^2=\frac{u^4}{4}-\dots,\\
V(x,0)&=E-\frac{E}{4}u^2+\left(\frac{E}{48}+\frac{Kb^2}{8}\right)u^4+\dots
\end{align}
The coefficient of $x^2$ is $c_2/2$ and that of $x^4$ is $c_4/24$. Hence
\begin{equation}
c_2=-\frac{Eq^2}{2},\qquad c_4=q^4\left(\frac E2+3Kb^2\right).
\end{equation}
With $q=33.07$ nm$^{-1}$ and $Kb^2=0.60$ eV, the bracket is $1.25+1.80=3.05$ eV. This gives $c_2=-1367$ eV/nm$^2$ and $c_4=3.65\times10^6$ eV/nm$^4$.

More than half of $c_4$ comes from the bend of the valley. The dimer is straight, so its ends leave the curved valley $y=b(1-\cos qx)$ and climb its wall. The energy on the valley floor, written as a function of $x$, lacks the term $3Kb^2$. Its fourth derivative, $1.49\times10^6$ eV/nm$^4$, would suggest $h=0.0059$ nm, which is too long. This number depends on the curve and on the coordinate used along it. The valley floor is not the minimum-energy path: near the saddle the floor is $y\approx10.9x^2$, while the steepest-descent path is $y\approx Kbq^2x^2/[2(K+2|c_2|)]=3.9x^2$ (lengths in nm). Against arc length, the valley floor gives $4.11\times10^6$ eV/nm$^4$ ($h=0.0042$ nm) and the steepest-descent path gives $2.72\times10^6$ eV/nm$^4$ ($h=0.0048$ nm). An energy profile along a curved path is thus no substitute for $c_4$ on the straight axis.

\subsection*{Optimum and error}

Equation~(\ref{eq:hopt}) gives
\begin{equation}
h_*=\left(\frac{3\times0.1}{3.65\times10^6}\right)^{1/3}\text{nm}
=0.00435\ \text{nm}=0.082\ \text{bohr}.
\end{equation}
The bias is 11.5 eV/nm$^2$ and the noise 16.3 eV/nm$^2$. Together they make an rms error of 19.9 eV/nm$^2$, or 1.5\% of $|c_2|$. Since the unstable frequency varies as $\sqrt{|c_2|}$, its relative error is about half of this.

Direct sampling used the full model forces with 200,000 pairs of Gaussian errors. Its minimum lies at 0.00436 nm. Table~\ref{tab:cases} compares equation~(\ref{eq:penalty}) with the sampled errors, each relative to the error at $h_*$; the potential and $\sigma$ are held fixed.

\begin{table}[ht]
\centering
\caption{Rms curvature error relative to its value at $h_*$. The middle three rows are at exactly $h_*/2$, $h_*$ and $2h_*$; their $h$ is rounded.}
\label{tab:cases}
\begin{tabular}{cccc}
\hline
$h$ (nm) & $h/h_*$ & Formula & Sampled\\
\hline
0.0010 & 0.23 & 3.55 & 3.56\\
0.0022 & 0.50 & 1.64 & 1.64\\
0.0044 & 1.00 & 1.00 & 1.00\\
0.0087 & 2.00 & 2.35 & 2.32\\
0.0100 & 2.30 & 3.07 & 3.02\\
\hline
\end{tabular}
\end{table}

The sampled errors of the two longest dimers fall slightly below the formula because $c_6$ is negative. It lowers the bias by 0.35\% at $h_*$, and by a fraction growing as $h^2$, hence by 1.8\% at $h=0.010$ nm.

Two further samplings test the exponents. With the potential fixed and $\sigma$ raised from 0.001 to 0.1 eV/nm, the best $h$ varies as $\sigma^{0.334}$. With $\sigma$, $E$, $K$ and $a$ fixed and $b$ set to 0, 0.02 and 0.04 nm, it varies as $c_4^{-0.334}$. For $\rho=0.75$ the factor $\sqrt{1-\rho}$ is $1/2$, and the sampled optimum moves to 0.0035 nm, as equation~(\ref{eq:hopt}) predicts.

\subsection*{Finding the fourth derivative in practice}

In a real search $c_4$ is unknown, but two trial half-separations $t$ and $2t$ supply it. From equation~(\ref{eq:bias}), $C(2t)-C(t)\approx c_4(4t^2-t^2)/6=c_4t^2/2$, so
\begin{equation}
c_4\approx\frac{2[C(2t)-C(t)]}{t^2}.
\end{equation}
For $t=0.010$ nm, noise-free forces give $3.33\times10^6$ eV/nm$^4$, about 9\% low because of the higher derivatives. Force noise adds a standard deviation of $0.16\times10^6$ eV/nm$^4$. The cube root softens such errors: the noise-free estimate gives $h=0.0045$ nm, only 3\% above $h_*$.

\subsection*{When noisy forces also rotate the dimer}

The law assumes a fixed axis. Suppose instead that the axis is rotated until the measured force difference has no part perpendicular to it. Let the transverse principal curvatures be $\lambda_i$, with gaps $\Delta_i=\lambda_i-c_2$, and let every force component carry independent noise $\sigma$. On a quadratic surface the perpendicular balance for a small tilt $\theta_i$ is $\Delta_i\theta_i+n_i=0$, where $n_i$ has variance $\sigma^2/(2h^2)$. The tilt raises the true curvature along the axis by $\sum_i\Delta_i\theta_i^2$, whose mean is
\begin{equation}
\delta C=\sum_i\frac{\sigma^2}{2h^2\Delta_i}.
\label{eq:tilt}
\end{equation}
This shift appears in $C$ if the curvature is then measured with fresh noise. If the rotation noise is reused, the extra term $\sum_i n_i\theta_i=-\sum_i n_i^2/\Delta_i$ cancels it at this order.

A cell of 65 atoms has 194 transverse coordinates. In a periodic crystal three of them are uniform translations with zero curvature, but they are too few to matter in this estimate. If all 194 are given curvature $K$, then $\Delta_i=2867$ eV/nm$^2$ and $\delta C=17.9$ eV/nm$^2$ at $h_*$, comparable with the whole fixed-axis error. Adding $\delta C$ to the quartic bias and minimizing again lengthens the best $h$ by 18\%. Relative to the direct noise, $\delta C$ scales as $\sigma/h_*\propto\sigma^{2/3}$. The cross term $2(c_4h^2/6)\,\delta C$ in the mean square error does not depend on $h$, so the optimum moves only at second order in $\delta C$, as $\sigma^{4/3}$ for small $\sigma$, while the least error rises at first order. With $\sigma$ a hundred times smaller, the lengthening is only 0.1\% and the cube-root law for $h$ returns; the least rms error, about 60\% above the fixed-axis value at $\sigma=0.1$ eV/nm, is then still 2.5\% above it.

\subsection*{The model beside real silicon}

The barrier and hop length are rough values for interstitial oxygen in silicon. The cosine shape, $K$ and $b$ are model choices, so the value of $h_*$ is an estimate for this surface and not a measured property. In a real crystal many silicon atoms move with the oxygen, and their stiffnesses differ. The 18\% change above sizes the effect of noisy rotation for equal stiffnesses; softer modes have smaller gaps and would increase it. A residual force of 0.1 eV/nm along $y$ displaces the midpoint by $\sigma/K$ and changes the local curvature by $\sigma bq^2=2.2$ eV/nm$^2$, well below the rms error.

Thermal motion also makes the curvature vary from one crossing to the next. On the line $x=0$ the model has $V_{xx}=c_2-Kbq^2y$, and classical motion gives $y$ a variance $k_BT/K$. At 1300 K the curvature met by crossing atoms therefore spreads by $bq^2\sqrt{Kk_BT}=284$ eV/nm$^2$, about 21\% of $|c_2|$. The spread is symmetric about $c_2$, because $V_{xx}$ is linear in $y$ and the mean of $y$ is zero. The static curvature is therefore the mean on this line, but it does not describe the spread. Tunnelling is a small correction here: for a parabolic barrier with only the oxygen mass moving, it raises the classical rate by 1.2\% at 1300 K. The values used here are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Barrier E: 2.50 eV
Hop length a: 0.190 nm
Transverse curvature K: 1500 eV/nm^2
Path-bending length b: 0.020 nm
Force noise sigma: 0.100 eV/nm
Wave number q: 33.069 1/nm
Saddle curvature c2: -1367.0 eV/nm^2
Fourth derivative c4 on dimer axis: 3.6476e+06 eV/nm^4
Fourth derivative on curved path: 1.4949e+06 eV/nm^4
h from curved-path value: 0.00585 nm
Sixth derivative c6: -1.3405e+10 eV/nm^6
Optimal h, formula: 0.00435 nm
Optimal h, converted: 0.0822 bohr
Optimal h, sampled: 0.00436 nm
Bias at optimum: 11.46 eV/nm^2
Noise at optimum: 16.25 eV/nm^2
Least rms error, formula: 19.91 eV/nm^2
Rms error at formula h, sampled: 19.87 eV/nm^2
Least rms error / |c2|: 1.46 percent
Sampled exponent in sigma: 0.3337 (no unit)
Sampled exponent in c4: -0.3340 (no unit)
Error ratio at half optimal h: 1.642 (no unit)
Error ratio at twice optimal h: 2.319 (no unit)
Sampled rms at h=0.001 nm: 70.68 eV/nm^2
Sampled rms at h=0.010 nm: 60.09 eV/nm^2
Test correlation rho: 0.75 (no unit)
Optimal h with this rho, sampled: 0.00346 nm
Optimal h, worst case: 0.00436 nm
Least worst-case error: 34.45 eV/nm^2
Trial separation t for c4: 0.010 nm
Estimated c4, noise-free: 3.3261e+06 eV/nm^4
Noise of estimated c4: 1.58e+05 eV/nm^4
h from estimated c4: 0.00448 nm
Sixth-order change of bias: -0.348 percent
Atoms in rotation estimate: 65 (count)
Transverse coordinates: 194 (count)
Curvature gap: 2867.0 eV/nm^2
Tilt shift, formula: 17.89 eV/nm^2
Tilt shift, sampled: 17.90 eV/nm^2
Optimal h with tilt / fixed axis: 1.1823 (no unit)
Same ratio at sigma/100: 1.0009 (no unit)
Midpoint displacement: 6.667e-05 nm
Curvature change from it: 2.19 eV/nm^2
Temperature: 1300 K
Thermal curvature spread: 283.5 eV/nm^2
Moving mass: 16.0 u
Barrier frequency: 14.45 THz
Tunnelling crossover: 110.4 K
Tunnelling rate factor: 1.0120 (no unit)
\end{verbatim}
